# Mott's thermopower formula and the Wiedemann-Franz law for a single level

## Result and setting

A conductor joins two electron reservoirs, left (L) and right (R). Electrons cross it elastically and without interacting, with transmission probability $\mathcal T(E)$, the same for both spins. The letter $T$ alone denotes temperature, and the electron charge is $-e$ with $e>0$. The letter $k$ is Boltzmann's constant, except in $dk$ and in the section on the transmission of one level, where it is the wave number. If $\mathcal T(E)$ is smooth around the chemical potential $\mu$ and $\mathcal T(\mu)\neq0$, then to leading order in temperature

$$S=-\frac{\pi^2k^2T}{3e}\left.\frac{d\ln\mathcal T}{dE}\right|_{\mu},\qquad \frac{\kappa}{GT}=\frac{\pi^2k^2}{3e^2}.$$

The first is Mott's formula for the thermopower $S$, the second the Wiedemann-Franz law. $G$ is the electrical conductance and $\kappa$ the electronic heat conductance at zero electric current; heat carried by lattice vibrations is left out.

For a single level of energy $\varepsilon_0=\mu+\Delta$ and width $\Gamma$, Mott's formula gives

$$S=-\frac{2\pi^2k^2T}{3e}\,\frac{\Delta}{\Delta^2+\Gamma^2/4}\;\longrightarrow\;-\frac{2\pi^2k^2T}{3e\,\Delta}\qquad(|\Delta|\gg\Gamma).$$

Energies are in eV and thermopowers in µV/K.

## Currents between the reservoirs

In a one-dimensional mode, the states moving to the right number $dk/2\pi$ per unit length and spin. Their velocity is $dE/(\hbar\,dk)$. The product is $dE/h$: each energy interval sends the same rate of electrons, whatever the band shape. Those from the left are present with probability $f_L(E)$ and cross with probability $\mathcal T(E)$; those from the right have $f_R(E)$ and the same $\mathcal T(E)$, by conservation of flux. With two spins, the net particle current from left to right is

$$J=\frac2h\int\mathcal T(E)\,(f_L-f_R)\,dE .$$

An electron removed from a reservoir at energy $E$ takes away heat $E-\mu$, because heat is the energy change minus $\mu$ times the number change. Hence

$$J_Q=\frac2h\int\mathcal T(E)\,(E-\mu)\,(f_L-f_R)\,dE .$$

The small difference between $\mu_L$, $\mu_R$ and their mean $\mu$ changes $J_Q$ at second order in the driving differences, and not at all when $J=0$.

The Fermi function depends on $(E-\mu)/kT$, so

$$\frac{\partial f}{\partial\mu}=-\frac{\partial f}{\partial E},\qquad \frac{\partial f}{\partial T}=\frac{E-\mu}{T}\left(-\frac{\partial f}{\partial E}\right).$$

For small differences $\delta\mu=\mu_L-\mu_R$ and $\delta T=T_L-T_R$,

$$f_L-f_R=\left(-\frac{\partial f}{\partial E}\right)\left[\delta\mu+(E-\mu)\frac{\delta T}{T}\right].$$

We assume that $\mathcal T(E)$ itself does not change with these small differences. Define

$$L_n=\int\mathcal T(E)\,(E-\mu)^n\left(-\frac{\partial f}{\partial E}\right)dE .$$

Then

$$J=\frac2h\left[L_0\,\delta\mu+L_1\frac{\delta T}{T}\right],\qquad J_Q=\frac2h\left[L_1\,\delta\mu+L_2\frac{\delta T}{T}\right].$$

## Reading off the three coefficients

**Conductance.** A voltage $V=V_L-V_R$ lowers the energy of negative charges on the left, so $\delta\mu=-eV$. The electric current is $I=-eJ$. At $\delta T=0$ the two minus signs cancel, and

$$G=\frac IV=\frac{2e^2}{h}L_0 .$$

**Thermopower.** With no current, $J=0$ requires $\delta\mu=-(L_1/L_0)\,\delta T/T$. The voltage is $V=-\delta\mu/e=L_1\,\delta T/(eTL_0)$. The thermopower is defined as $S=-V/\delta T$ at zero current, so

$$S=-\frac{1}{eT}\frac{L_1}{L_0}.$$

**Heat conductance.** Putting the same $\delta\mu$ into $J_Q$ gives

$$\kappa=\frac{J_Q}{\delta T}=\frac{2}{hT}\left(L_2-\frac{L_1^2}{L_0}\right).$$

These formulas have a direct meaning. Treat $\mathcal T(E)(-\partial f/\partial E)/L_0$ as a probability distribution over energy; it is nonnegative and integrates to one. Then $L_1/L_0$ is the mean of $E-\mu$ for the electrons that conduct, and $S$ is minus this mean divided by $eT$. Dividing $\kappa$ by $GT$ gives

$$\frac{\kappa}{GT}=\frac{1}{e^2T^2}\left[\frac{L_2}{L_0}-\left(\frac{L_1}{L_0}\right)^2\right],$$

which is the variance of that energy divided by $(eT)^2$.

## The Sommerfeld expansion

Write $\theta=kT$ and $x=(E-\mu)/\theta$. The thermal window is

$$-\frac{df}{dx}=\frac{e^{-x}}{(1+e^{-x})^2},$$

an even function of $x$ with unit area. Its odd moments vanish. For $x>0$, differentiating the geometric series for $1/(1+e^{-x})$ gives

$$\frac{e^{-x}}{(1+e^{-x})^2}=\sum_{n=1}^{\infty}(-1)^{n+1}n\,e^{-nx}.$$

Since $\int_0^\infty x^m n\,e^{-nx}dx=m!/n^m$, the even moments for $m\ge2$ are

$$M_m=2\,m!\sum_{n=1}^\infty\frac{(-1)^{n+1}}{n^m}=2\,m!\,(1-2^{1-m})\,\zeta(m),\qquad \zeta(m)=\sum_{n=1}^\infty\frac1{n^m}.$$

The factor $1-2^{1-m}$ arises because the alternating sum is the full sum minus twice its even terms, and the even terms add up to $2^{-m}\zeta(m)$.

The two sums needed follow from the product $\sin y/y=\prod_n(1-y^2/n^2\pi^2)$. Its logarithm is $-\zeta(2)y^2/\pi^2-\zeta(4)y^4/2\pi^4-\dots$. The power series of the sine gives instead

$$\ln\left(1-\frac{y^2}{6}+\frac{y^4}{120}-\dots\right)=-\frac{y^2}{6}+\left(\frac1{120}-\frac1{72}\right)y^4+\dots=-\frac{y^2}{6}-\frac{y^4}{180}-\dots$$

Comparison yields $\zeta(2)=\pi^2/6$ and $\zeta(4)=\pi^4/90$. Therefore

$$M_2=4\cdot\frac12\cdot\frac{\pi^2}{6}=\frac{\pi^2}{3},\qquad M_4=48\cdot\frac78\cdot\frac{\pi^4}{90}=\frac{7\pi^4}{15}.$$

Now expand the transmission, with all derivatives taken at $\mu$:

$$\mathcal T(\mu+\theta x)=\mathcal T+\theta x\,\mathcal T'+\tfrac12\theta^2x^2\,\mathcal T''+\tfrac16\theta^3x^3\,\mathcal T'''+\dots$$

Multiplying by $(\theta x)^n$ and keeping even powers of $x$ gives

$$L_0=\mathcal T+\frac{\pi^2\theta^2}{6}\mathcal T''+\dots$$

$$L_1=\frac{\pi^2\theta^2}{3}\mathcal T'+\frac{7\pi^4\theta^4}{90}\mathcal T'''+\dots$$

$$L_2=\frac{\pi^2\theta^2}{3}\mathcal T+\frac{7\pi^4\theta^4}{30}\mathcal T''+\dots$$

## The two laws and their first corrections

The leading terms give $L_1/L_0=(\pi^2\theta^2/3)\,\mathcal T'/\mathcal T$. Inserting this in $S=-L_1/(eTL_0)$ with $\theta^2/T=k^2T$ produces Mott's formula. A constant transmission gives no thermopower: electrons above $\mu$ and holes below it then contribute equally and oppositely. If $\mathcal T$ rises with energy, the excess of hot electrons reaching the cold side charges it negatively, and $S<0$.

For the heat conductance, $L_2/L_0=\pi^2\theta^2/3$ to leading order, while $(L_1/L_0)^2$ is of order $\theta^4$ and drops out. Dividing by $(eT)^2$ gives the Wiedemann-Franz law. The transmission has cancelled: what remains is the variance of the thermal window itself.

The next terms measure the error. For $\mathcal T'\neq0$, the ratio of $S$ to its Mott value $S_M$ is

$$\frac{S}{S_M}=\frac{1+\frac{7}{30}\pi^2\theta^2\,\mathcal T'''/\mathcal T'}{1+\frac16\pi^2\theta^2\,\mathcal T''/\mathcal T}\approx1+\pi^2\theta^2\left[\frac{7}{30}\frac{\mathcal T'''}{\mathcal T'}-\frac16\frac{\mathcal T''}{\mathcal T}\right].$$

For the other law, the correction to $L_2$ relative to its leading term is $\frac{7}{10}\pi^2\theta^2\mathcal T''/\mathcal T$. Subtracting the correction to $L_0$ leaves $\frac7{10}-\frac16=\frac8{15}$. The squared mean, divided by $\pi^2\theta^2/3$, supplies the last term:

$$\frac{\kappa}{GT}\,\frac{3e^2}{\pi^2k^2}\approx1+\pi^2\theta^2\left[\frac{8}{15}\frac{\mathcal T''}{\mathcal T}-\frac13\left(\frac{\mathcal T'}{\mathcal T}\right)^2\right].$$

Both corrections are small when $kT$ is small against the energy over which $\mathcal T$ changes.

As an example of a different shape, take the smooth step $\mathcal T=1/(1+e^{-(E-\mu)/w})$ with $w=0.05$ eV at 30 K. At its centre $d\ln\mathcal T/dE=1/(2w)=10$ eV$^{-1}$, and Mott's formula gives $-7.33$ µV/K. The full Fermi functions give $-7.31$ µV/K, and $\kappa/(GT)$ is 0.998 times the Wiedemann-Franz value.

## Transmission of one level

Let site 0 carry the level $\varepsilon_0$, coupled by matrix elements $-v_L$ and $-v_R$ to two half-infinite chains with hopping $-t$. In this section energies are measured from the centre of the chain band, so $E=-2t\cos k$ with $0<k<\pi$. A wave arrives from the left:

$$\psi_n=e^{ikn}+r\,e^{-ikn}\ (n\le-1),\qquad \psi_0=a,\qquad \psi_n=s\,e^{ikn}\ (n\ge1).$$

If the left-hand wave were continued to site 0, its value there would be $1+r$, and the chain equation at site $-1$ would contain $-t(1+r)$. The true equation contains $-v_La$ in that place. Hence $t(1+r)=v_La$. The same argument at site 1 gives $ts=v_Ra$. At site 0,

$$(E-\varepsilon_0)a=-v_L(e^{-ik}+r\,e^{ik})-v_R\,s\,e^{ik}.$$

Substituting $r=v_La/t-1$ turns the first bracket into $-2i\sin k+v_La\,e^{ik}/t$. With $s=v_Ra/t$,

$$\left[E-\varepsilon_0+\frac{v_L^2+v_R^2}{t}e^{ik}\right]a=2i\,v_L\sin k .$$

The incoming and outgoing waves have equal speed, so $\mathcal T=|s|^2=v_R^2|a|^2/t^2$. Defining $\Gamma_j=2v_j^2\sin k/t$ for $j=L,R$ gives

$$\mathcal T(E)=\frac{\Gamma_L\Gamma_R}{\left|E-\varepsilon_0+(v_L^2+v_R^2)e^{ik}/t\right|^2}.$$

The imaginary part inside the modulus is $\Gamma/2$, where $\Gamma=\Gamma_L+\Gamma_R$. The real part contains the shift $(v_L^2+v_R^2)\cos k/t=-(v_L^2+v_R^2)E/2t^2$. Near the centre of a wide band, $|E|\ll t$, we have $\sin k\approx1$. The widths are then constant and the shift is about $-\Gamma E/4t$, small against $\Gamma$. What remains is

$$\mathcal T(E)=\frac{\Gamma_L\Gamma_R}{(E-\varepsilon_0)^2+\Gamma^2/4}.$$

For $t=20$ eV, $\varepsilon_0=1$ eV and $\Gamma_L=\Gamma_R=0.05$ eV, this differs from the solution of the site equations by at most 2.4 percent of the formula's value at the five energies compared. This band, 80 eV wide, is much wider than that of a real lead; for $t=2$ eV the neglected shift makes the difference about 26 percent on the flank of the peak.

## Thermopower of the level

Only the denominator depends on energy, so

$$\frac{d\ln\mathcal T}{dE}=-\frac{2(E-\varepsilon_0)}{(E-\varepsilon_0)^2+\Gamma^2/4}\;\xrightarrow{E=\mu}\;\frac{2\Delta}{\Delta^2+\Gamma^2/4}.$$

Mott's formula then gives the result stated at the start. A level above $\mu$ has $\Delta>0$ and $S<0$; a level below $\mu$ has $S>0$. When one level carries the current, the sign of $S$ thus tells on which side it lies, which $G$ does not, since it is even in $\Delta$. Real junctions have levels on both sides of $\mu$, and the nearer one need not set the sign. Adding the transmissions of a level at $\Delta=1$ eV with $\Gamma_L=\Gamma_R=0.05$ eV and one at $\Delta=-1.5$ eV with $\Gamma_L=\Gamma_R=0.15$ eV gives $S=+4.8$ µV/K at 300 K.

Far from resonance, and as long as Mott's formula holds (the last section gives the condition), the couplings cancel from $S$, because they enter $\mathcal T\approx\Gamma_L\Gamma_R/\Delta^2$ as a prefactor. The conductance keeps them. This cancellation requires a single level and widths that do not depend on energy. Otherwise $d\ln(\Gamma_L\Gamma_R)/dE$ adds to $2/\Delta$. In the chain model with $t=2$ eV, $\varepsilon_0-\mu=1$ eV, $\Gamma_L=\Gamma_R=0.05$ eV at $\mu$ and 300 K, placing $\mu$ 2 eV above or below the band centre gives $S=-11.7$ or $-17.5$ µV/K instead of $-14.8$ µV/K.

Closer to resonance, the derivative of $\Delta/(\Delta^2+\Gamma^2/4)$ with respect to $\Delta$ is $(\Gamma^2/4-\Delta^2)/(\Delta^2+\Gamma^2/4)^2$. It vanishes at $|\Delta|=\Gamma/2$, where

$$|S|_{\max}=\frac{2\pi^2k^2T}{3e\,\Gamma}\qquad(kT\ll\Gamma).$$

At 10 K with $\Gamma=0.1$ eV this is 4.89 µV/K. A scan using the full integrals $L_n$ finds the maximum at $\Delta=0.050$ eV with $|S|=4.88$ µV/K.

## Worked example: a level 1 eV above $\mu$

Take the round model parameters $\Delta=1$ eV, $\Gamma_L=\Gamma_R=0.05$ eV and $T=300$ K, so $\Gamma=0.1$ eV and $kT=0.02585$ eV. The transmission at $\mu$ is

$$\mathcal T(\mu)=\frac{0.05^2}{1+0.0025}=2.494\times10^{-3}.$$

The logarithmic derivative is $2/1.0025=1.995$ eV$^{-1}$. With $k/e=86.17$ µV/K,

$$S_M=-\frac{\pi^2}{3}\times86.17\times0.02585\times1.995\ \text{µV/K}=-14.62\ \text{µV/K}.$$

The far-level limit gives $-14.66$ µV/K. The full Fermi functions, with a 1 K difference and the voltage adjusted to stop the current, give $-14.80$ µV/K, which is 1.22 percent beyond $S_M$.

The size of this deviation follows from the correction formula. Far from resonance $\mathcal T\propto(\varepsilon_0-E)^{-2}$, so at $\mu$

$$\frac{\mathcal T'}{\mathcal T}=\frac2\Delta,\qquad\frac{\mathcal T''}{\mathcal T}=\frac6{\Delta^2},\qquad\frac{\mathcal T'''}{\mathcal T'}=\frac{12}{\Delta^2}.$$

The correction to $S$ is $\pi^2(kT/\Delta)^2(\frac{14}{5}-1)=\frac95\pi^2(kT/\Delta)^2$, or 1.19 percent. Keeping $\Gamma$ changes this to 1.18 percent. The remainder comes from higher orders. Halving the temperature reduces the deviation by a factor 4.1, close to the factor 4 of a quadratic law.

For the heat current, the conductance is $G=1.9451\times10^{-7}$ S. The Wiedemann-Franz law predicts

$$\kappa=1.9451\times10^{-7}\times300\times2.4430\times10^{-8}\ \text{W/K}=1.426\ \text{pW/K}.$$

The full Fermi functions give 1.444 pW/K, larger by 1.3 percent. The correction formula gives $\pi^2(kT/\Delta)^2(\frac{16}{5}-\frac43)=\frac{28}{15}\pi^2(kT/\Delta)^2$, or 1.2 percent.

Halving both couplings divides $G$ by 3.99 but moves $S$ only from $-14.80$ to $-14.83$ µV/K. Placing the level 1 eV below $\mu$ reverses the sign: $S=+14.80$ µV/K.

## When a distant level is not distant enough

The expansion uses the transmission near $\mu$. It misses electrons thermally excited to the level itself, where $\mathcal T$ is large. Their number carries the factor $e^{-\Delta/kT}$, which has no expansion in powers of $T$, so no further Sommerfeld term can supply it.

Take $\Gamma\ll kT\ll\Delta$. The area under the peak of $\mathcal T$ is $2\pi\Gamma_L\Gamma_R/\Gamma$, and the thermal window there is nearly constant, equal to $e^{-\Delta/kT}/kT$. The peak adds to $L_1$ the amount

$$\Delta\cdot\frac{2\pi\Gamma_L\Gamma_R}{\Gamma}\cdot\frac{e^{-\Delta/kT}}{kT}.$$

The Mott term in $L_1$ is $(\pi^2/3)(kT)^2\cdot2\Gamma_L\Gamma_R/\Delta^3$. The ratio of the first to the second is

$$\rho=\frac3\pi\,\frac{\Delta^4}{\Gamma(kT)^3}\,e^{-\Delta/kT}.$$

The condition for Mott's formula is therefore $\rho\ll1$ as well as $kT\ll\Delta$. In the worked example $\rho\approx10^{-11}$. There $\Gamma$ exceeds $kT$, so this number is a rough guide, but it leaves ample room.

Now take $\Delta=0.3$ eV and $\Gamma=0.001$ eV at 300 K, with equal couplings. Although $kT/\Delta=0.086$ looks small, $\rho=4.1$. Mott's formula gives $-48.9$ µV/K; the full integrals give $-204.6$ µV/K.

The peak accounts for this. It also adds to $L_0$, by a fraction $2\pi\Delta^2e^{-\Delta/kT}/(\Gamma kT)=\rho\,(2\pi^2/3)(kT/\Delta)^2=0.20$ of $\mathcal T(\mu)$. Hence

$$S\approx-48.86\times\frac{1+4.085}{1+0.200}\ \text{µV/K}\approx-207\ \text{µV/K}.$$

Including the next Sommerfeld terms gives $-203$ µV/K, within one percent of the full result.

The Wiedemann-Franz law fails too: $\kappa/(GT)$ is 5.8 times its standard value. The variance formula shows why. A fraction $p=0.20/1.20\approx0.17$ of the conductance comes from electrons near $\varepsilon_0$, and the rest from electrons near $\mu$. The thermal window alone has variance $\pi^2(kT)^2/3=0.0022$ eV$^2$. The separation of the two groups contributes $p(1-p)\Delta^2\approx0.0125$ eV$^2$ (with $p=1/6$), and the spread of the group near $\mu$ adds $(1-p)\times0.0022=0.0018$ eV$^2$. The sum is about 6.5 times the variance of the window. This rough estimate lies above the full value 5.8. It leaves out the Sommerfeld correction to $L_0$, which is positive and lowers $p$, and the positive mean $L_1/L_0$ of the group near $\mu$, which shortens the distance between the groups. With $p=0.157$ and a mean of $0.016$ eV these two effects lower the estimate to about 5.7, slightly below the full value. A third omitted effect acts the other way: the variance of the group near $\mu$ is larger than that of the window. With $L_0$, $L_1$, $L_2$ each kept to two terms and divided as they stand, it is about 10 percent larger, which brings the estimate to 5.76; the expanded correction $\frac{28}{15}\pi^2(kT/\Delta)^2$ gives 14 percent instead. The expansion is poor here: subtracting the peak from the full integrals leaves a variance 24 percent above that of the window, with $p=0.154$ and a mean of $0.018$ eV. The estimate explains the size of the violation but is not a precise calculation of it.

The numerical check checks the laws, their corrections and this breakdown numerically. All of it concerns non-interacting electrons; repulsion between electrons on the level, or inelastic scattering there, requires a different starting point.

## Numbers as computed

```
k/e = 86.173 microvolt/K
Lorenz number pi^2 k^2/(3 e^2) = 2.4430e-08 W ohm/K^2
window moments 2 and 4 = 3.28987, 45.45758
chain versus level formula, largest rel. error = 2.38e-02
MAIN EXAMPLE
Delta = 1.00 eV, Gamma_L = 0.050 eV, Gamma_R = 0.050 eV
temperature = 300 K, kT = 0.02585 eV
transmission at mu = 2.49377e-03
d ln T/dE at mu = 1.9950 1/eV
S, Mott formula = -14.621 microvolt/K
S, far-level limit = -14.658 microvolt/K
S, full Fermi functions = -14.800 microvolt/K
open-circuit V_L-V_R for 1 K = 14.800 microvolt
S deviation from Mott = 1.219 percent
S deviation, next-order formula = 1.177 percent
G, full Fermi functions = 1.9451e-07 S
kappa, full Fermi functions = 1.4437 pW/K
kappa/(G T) over Lorenz number = 1.01277
its deviation, next-order formula = 1.223 percent
deviation ratios 300 K/150 K: S 4.106, WF 4.133
excitation share = 8.77e-12
S with level 1 eV below mu = 14.800 microvolt/K
S with both couplings halved = -14.829 microvolt/K
G reduction when couplings halved = 3.992
LARGEST S AT LOW TEMPERATURE
temperature = 10 K, Gamma = 0.10 eV
Delta at largest |S|, scan = 0.0500 eV
S there, integrals = -4.884 microvolt/K
S there, formula = -4.886 microvolt/K
SMOOTH STEP
step width parameter = 0.05 eV, temperature = 30 K
S, full Fermi functions = -7.307 microvolt/K
S, Mott formula = -7.329 microvolt/K
kappa/(G T) over Lorenz number = 0.99781
NARROW LEVEL, BREAKDOWN
Delta = 0.30 eV, Gamma = 0.0010 eV, T = 300 K
kT/Delta = 0.0862, excitation share = 4.085
S, Mott formula = -48.86 microvolt/K
S, full integrals = -204.62 microvolt/K
S, expansion plus level peak = -203.07 microvolt/K
kappa/(G T) over Lorenz number = 5.778
```
